\section*{Charge-state populations of a negative-U centre in thermal equilibrium}

\section{Problem}

A point defect in a semiconductor has one localized orbital, which can hold $n=0$, $1$ or $2$ electrons. In an amphoteric defect these are the charge states $+$, $0$ and $-$. The electrons push on the surrounding lattice, described by one coordinate $Q$ with momentum $P$ and mass $M$. For a given $n$ the Hamiltonian is
\begin{equation}
H_n=\frac{P^2}{2M}+\frac{KQ^2}{2}-FnQ+n\varepsilon_0+\frac{n(n-1)}{2}U_c .
\label{eq:H}
\end{equation}
Here $\varepsilon_0$ is the orbital energy on the unrelaxed lattice, $U_c>0$ is the repulsion between two electrons in the orbital, $F$ is the force exerted by each electron, and $K$ is the lattice stiffness. The algebra uses atomic units, so $\hbar=1$, and $kT$ is kept as an energy. Electron energies and the Fermi level $\mu$ are measured from the valence-band edge.

The defects are dilute and independent, and they are in equilibrium with the electrons of the crystal. There is no magnetic field, and no electronic states of the defect other than those listed are thermally reached.

\begin{enumerate}
\item[(a)] Measure energies from the lowest level of the empty defect, and write the lowest levels for $n=0,1,2$ as $0$, $\varepsilon$ and $2\varepsilon+U$. Find $\varepsilon$ and $U$. When is $U$ negative?
\item[(b)] Find the fractions $f_0$, $f_1$ and $f_2$ of defects holding zero, one and two electrons, as functions of $\mu$.
\item[(c)] Show that, at every Fermi level,
\begin{equation}
f_1\le\frac{1}{1+\exp(-U/2kT)} ,
\label{eq:bound}
\end{equation}
and find where equality holds.
\item[(d)] For which values of $U$ can the one-electron state be the most populated of the three?
\item[(e)] Evaluate the results for the model parameters $\varepsilon_0=0.85$~eV, $U_c=0.30$~eV, $F=2$~eV/\AA, $K=8$~eV/\AA$^2$ and $T=300$~K, for which $kT=0.02585$~eV.
\end{enumerate}

\section{Hints}

\textbf{For (a).} Complete the square in $Q$. The relaxation energy is quadratic in $n$; the identity $n^2=n+n(n-1)$ separates the part that belongs to single electrons from the part that belongs to a pair.

\textbf{For (b).} Each electron is taken from a reservoir at energy $\mu$, so a state of energy $E$ with $n$ electrons has weight $\exp[-(E-n\mu)/kT]$. Count the spin states for each $n$. Then measure $\mu$ from the point at which the empty and doubly occupied states have equal weight.

\textbf{For (c).} Look at $1/f_1$ rather than $f_1$.

\textbf{For (d).} Write the two conditions $f_1\ge f_0$ and $f_1\ge f_2$, and multiply them.

\section{Solution}

\subsection{(a) Relaxed energies}

Completing the square in the potential energy gives
\begin{equation}
\frac{KQ^2}{2}-FnQ=\frac K2\left(Q-\frac{nF}{K}\right)^2-\frac{n^2F^2}{2K}.
\end{equation}
The equilibrium position moves to $Q_n=nF/K$, and the energy falls by $n^2F^2/2K$. The stiffness and the mass do not depend on $n$, so each $H_n$ describes a displaced oscillator of the same frequency $\omega=\sqrt{K/M}$. Its levels are
\begin{equation}
E_{n,m}=n\varepsilon_0+\frac{n(n-1)}2U_c-\frac{n^2F^2}{2K}
+\omega\left(m+\tfrac12\right),\qquad m=0,1,2,\dots
\end{equation}
The zero-point energy $\omega/2$ is common to the three charge states and disappears when energies are measured from the lowest level of the empty defect. With $n^2=n+n(n-1)$, the lowest levels become
\begin{equation}
E_n=n\left(\varepsilon_0-\frac{F^2}{2K}\right)
+\frac{n(n-1)}2\left(U_c-\frac{F^2}{K}\right).
\end{equation}
For $n=1$ the second term vanishes, and for $n=2$ its prefactor is one. Comparison with $E_1=\varepsilon$ and $E_2=2\varepsilon+U$ gives
\begin{equation}
\varepsilon=\varepsilon_0-\frac{F^2}{2K},\qquad
U=U_c-\frac{F^2}{K}.
\label{eq:U}
\end{equation}
Thus $U<0$ when $F^2/K>U_c$. Two electrons on one defect relax the lattice by four times the energy that one electron gains, whereas two singly occupied defects gain only twice that energy. The difference, $(4-2)F^2/2K=F^2/K$, acts as an attraction.

Since $U=E_0+E_2-2E_1$, a negative $U$ means that two singly occupied defects lower their energy by $|U|$ when one passes its electron to the other. Equivalently, the first electron is added at energy $\varepsilon$ and the second at the lower energy $\varepsilon+U$.

\subsection{(b) Populations}

The sum over vibrational levels gives each charge state the same factor $\sum_m e^{-m\omega/kT}$, which cancels from the fractions. The empty state and the doubly occupied state each have one spin configuration, because two electrons in one orbital must have opposite spins. The one-electron state has two. With $x=e^{(\mu-\varepsilon)/kT}$, the weights are
\begin{equation}
w_0=1,\qquad w_1=2x,\qquad w_2=x^2e^{-U/kT}.
\label{eq:weights}
\end{equation}
The first and last are equal when $2(\mu-\varepsilon)=U$, that is, at
\begin{equation}
\mu^*=\varepsilon+\frac U2 .
\end{equation}
Define
\begin{equation}
y=\frac{\mu-\mu^*}{kT},\qquad s=e^{-U/2kT}.
\end{equation}
Then $(\mu-\varepsilon)/kT=y+U/2kT$, so $x=e^y/s$. Also $e^{-U/kT}=s^2$. The weights become
\begin{equation}
w_0=1,\qquad w_1=\frac{2e^y}{s},\qquad w_2=e^{2y}.
\end{equation}
Dividing their sum by $w_1$ gives
\begin{align}
\frac1{f_1}=\frac{w_0+w_1+w_2}{w_1}
&=\frac s2e^{-y}+1+\frac s2e^{y}\nonumber\\
&=1+s\cosh y .
\end{align}
The other fractions follow from $f_0/f_1=w_0/w_1$ and $f_2/f_1=w_2/w_1$:
\begin{equation}
f_1=\frac1{1+s\cosh y},\qquad
f_0=\frac s2e^{-y}f_1,\qquad
f_2=\frac s2e^{y}f_1 .
\label{eq:f}
\end{equation}
Changing the sign of $y$ exchanges $f_0$ and $f_2$ and leaves $f_1$ unchanged. For $\mu$ far below $\mu^*$ the defects are empty, and for $\mu$ far above it they are doubly occupied.

\subsection{(c) The bound}

Because $s>0$ and $\cosh y\ge1$,
\begin{equation}
f_1=\frac1{1+s\cosh y}\le\frac1{1+s}
=\frac1{1+\exp(-U/2kT)} .
\end{equation}
This is Eq.~\eqref{eq:bound}. Since $\cosh y=1$ only for $y=0$, equality holds at $\mu=\mu^*$ and nowhere else. The sign of $U$ was not used.

The exponent has a direct meaning. At $\mu^*$ the energies $E_n-n\mu^*$ are $0$, $-U/2$ and $0$. For negative $U$ the one-electron state therefore lies $|U|/2$ above two states that are degenerate with each other. Its two spin configurations compete with these two states, so the factors of two cancel in the ratio $f_1/(f_0+f_2)=1/s$.

Three limits follow. For $U<0$ and $kT\ll|U|$, the ceiling approaches $e^{-|U|/2kT}$. For $U=0$ it is $1/2$: at $\mu^*$ each of two independent spin states is half filled, and the chance that just one of them is filled is $1/2$. For $U>0$ and $kT\ll U$ it approaches one.

The spin degeneracy matters. If a magnetic field shifts the two one-electron states by $\pm h$, their combined weight changes from $2x$ to $x(e^{h/kT}+e^{-h/kT})=2x\cosh(h/kT)$. The maximum of $f_1$ becomes $1/[1+s/\cosh(h/kT)]$, which exceeds the bound for $h\ne0$. Other degeneracies matter in the same way. A real defect may distort along several equivalent directions, which the single coordinate $Q$ does not describe. If state $n$ has $g_n$ orientations, the maximum becomes $1/[1+s\sqrt{g_0g_2}/g_1]$ and moves to $\mu^*+(kT/2)\ln(g_0/g_2)$; with the parameters of part (e) and $(g_0,g_1,g_2)=(1,3,3)$ it is $0.035$ instead of $0.0205$. The bound also concerns equilibrium; it does not restrict populations maintained by illumination.

\subsection{(d) When one electron is the most likely number}

By Eq.~\eqref{eq:f}, the conditions $f_1\ge f_0$ and $f_1\ge f_2$ read
\begin{equation}
\frac s2e^{-y}\le1,\qquad \frac s2e^{y}\le1 .
\end{equation}
Both sides are positive, so the conditions may be multiplied, which gives $s^2/4\le1$, or $s\le2$. Conversely, if $s\le2$, both conditions hold at $y=0$. Taking the logarithm of $e^{-U/2kT}\le2$ gives
\begin{equation}
U\ge-2kT\ln2 .
\label{eq:threshold}
\end{equation}
At equality the three populations are equal at $\mu^*$. For lower $U$, the one-electron state is not the most populated at any Fermi level. A weakly negative $U$ is not enough for this, because the spin degeneracy favours the one-electron state.

\subsection{(e) Numbers}

The relaxation energy of one electron is $F^2/2K=4/16=0.25$~eV, and $F^2/K=0.50$~eV. Equation~\eqref{eq:U} gives
\begin{align}
\varepsilon&=0.85-0.25=0.60~\text{eV},\\
U&=0.30-0.50=-0.20~\text{eV}.
\end{align}
The lattice coordinate is displaced by $0.25$~\AA\ for one electron and by $0.50$~\AA\ for two. The second electron is added at $\varepsilon+U=0.40$~eV, below the first, and the midpoint is $\mu^*=0.60-0.10=0.50$~eV. In atomic units, $U=-0.00735$ and $\mu^*=0.0184$ hartree.

At 300~K, $-U/2kT=0.20/(2\times0.02585)=3.868$ and $s=e^{3.868}=47.85$. At the midpoint,
\begin{equation}
f_1=\frac1{1+47.85}=0.0205,\qquad
f_0=f_2=\frac{1-0.0205}{2}=0.490 .
\end{equation}
About two defects in a hundred hold one electron, and the rest are divided equally between empty and doubly occupied. Equation~\eqref{eq:f} gives the following populations:

\begin{center}
\begin{tabular}{ccccc}
$\mu$ (eV) & $f_0$ & $f_1$ & $f_2$ & $f_1+2f_2$\\
0.40 & 0.9987 & 0.0009 & 0.0004 & 0.002\\
0.45 & 0.9738 & 0.0059 & 0.0203 & 0.047\\
0.50 & 0.4898 & 0.0205 & 0.4898 & 1.000\\
0.55 & 0.0203 & 0.0059 & 0.9738 & 1.953\\
0.60 & 0.0004 & 0.0009 & 0.9987 & 1.998
\end{tabular}
\end{center}

In the first row $\mu=\varepsilon+U$, so adding the second electron costs no energy relative to the reservoir. The ratio $f_1/f_2=2$ is then the spin degeneracy alone. Both populations are small because the empty state lies lower.

The one-electron population falls to half its maximum when $1+s\cosh y=2(1+s)$, or $\cosh y=2+1/s$. The full width of the peak in $\mu$ is therefore $2kT\,\mathrm{arccosh}(2+1/s)=0.069$~eV.

If $U$ is held fixed, the exponent varies as $1/T$. Halving the temperature squares $s$, and doubling it takes the square root. The ceiling is thus $1/(1+47.85^2)=4.4\times10^{-4}$ at 150~K and $1/(1+\sqrt{47.85})=0.126$ at 600~K.

At 300~K the threshold in Eq.~\eqref{eq:threshold} is $-0.036$~eV. The value $U=-0.20$~eV lies well below it, so the one-electron state never leads. Without lattice coupling, $F=0$ and $U=U_c=0.30$~eV, and the ceiling would be $0.997$. In this model the lattice relaxation is what makes singly occupied defects rare.

\section{Variation 1: how firmly the defects hold the Fermi level}

\textbf{Question.} Find the mean number of electrons per defect, $\bar n$, and its slope at $\mu^*$. Where is the Fermi level if the defects hold one electron each on average?

\textbf{Solution.} Since $f_0+f_1+f_2=1$, we have $\bar n=f_1+2f_2=1+f_2-f_0$. Equation~\eqref{eq:f} then gives
\begin{equation}
\bar n=1+\frac s2\left(e^y-e^{-y}\right)f_1
=1+\frac{s\sinh y}{1+s\cosh y}.
\end{equation}
The condition $\bar n=1$ requires $\sinh y=0$, hence $\mu=\mu^*$ at any temperature. This is also the point at which $f_1$ reaches its ceiling. Differentiating, with $dy/d\mu=1/kT$ and $\cosh^2y-\sinh^2y=1$,
\begin{align}
\frac{d\bar n}{d\mu}
&=\frac1{kT}\,\frac{s\cosh y\,(1+s\cosh y)-s^2\sinh^2y}{(1+s\cosh y)^2}\nonumber\\
&=\frac1{kT}\,\frac{s\cosh y+s^2}{(1+s\cosh y)^2}.
\end{align}
At $y=0$ the numerator is $s(1+s)$, so
\begin{equation}
\left.\frac{d\bar n}{d\mu}\right|_{\mu^*}=\frac1{kT}\,\frac{s}{1+s}.
\end{equation}
For $U=0$, $s=1$ and the slope is $1/2kT$, or $19.3$ per eV at 300~K. For strongly negative $U$ it approaches $1/kT=38.7$ per eV, because the electrons enter in pairs. The example gives $38.7\times47.85/48.85=37.9$ per eV.

The table shows the consequence. Between $\mu=0.45$ and $0.55$~eV, $\bar n$ rises from $0.047$ to $1.953$. Each defect takes up about $1.9$ electrons while the Fermi level moves by $0.10$~eV. Suppose the one-electron state is the neutral one, free carriers are negligible, and other dopants supply a net $\delta$ electrons per defect, with $\delta<0$ for holes. Charge neutrality then requires $\bar n=1+\delta$. For $U<0$ and $kT\ll|U|$, $s\gg1$ and $\bar n\approx1+\tanh y$, so $\mu-\mu^*\approx kT\,\mathrm{artanh}\,\delta$, which stays within a few $kT$ unless $|\delta|$ is very close to one. The approximation also needs $e^{|y|}\ll s$: in the example it gives $0.55\,kT$ against the exact $0.56\,kT$ for $\delta=0.5$, but $3.80\,kT$ against $4.25\,kT$ for $\delta=0.999$. Free carriers are negligible only when the defect density far exceeds the carrier densities at $\mu^*$. With silicon-like bands (gap held at 1.12~eV) and $\delta=0$, $10^{13}$ defects per cm$^3$ hold $\mu$ at $0.500$~eV at 300~K, but at 600~K $10^{15}$ per cm$^3$ leave it near $0.55$~eV, and about $10^{17}$ are needed. For $U>0$ and $kT\ll U$ the slope at $\mu^*$ is small, and the Fermi level is not held there.

\section{Variation 2: a softer vibration in the one-electron state}

\textbf{Question.} Suppose the vibrational quantum is $\omega=0.040$~eV for $n=0$ and $n=2$, but $\omega_1=0.020$~eV for $n=1$. Keep $\varepsilon$ and $U$ fixed as differences between lowest levels, with zero-point energies included. Does the bound \eqref{eq:bound} survive?

\textbf{Solution.} The vibrational sums no longer cancel. Measured from the lowest level of each charge state, they are the geometric series
\begin{equation}
z_0=z_2=\frac1{1-e^{-\omega/kT}},\qquad
z_1=\frac1{1-e^{-\omega_1/kT}} .
\end{equation}
The weights in Eq.~\eqref{eq:weights} become $z_0$, $2xz_1$ and $x^2e^{-U/kT}z_0$. Dividing their sum by the middle one, as before, gives
\begin{equation}
\frac1{f_1}=1+\frac{z_0}{z_1}s\cosh y,\qquad
f_1^{\max}=\frac1{1+s\,z_0/z_1}.
\end{equation}
A softer mode has more closely spaced levels, so $z_1>z_0$ and the maximum exceeds $1/(1+s)$. The bound written with the energy $U$ fails.

Here $\omega=2\omega_1$. With $a=e^{-\omega_1/kT}=0.461$,
\begin{equation}
\frac{z_0}{z_1}=\frac{1-a}{1-a^2}=\frac1{1+a}=0.684,
\end{equation}
and $f_1^{\max}=1/(1+47.85\times0.684)=0.0296$, compared with $0.0205$ for equal frequencies.

The bound is restored by using free energies. Let $\Phi_n=E_n-kT\ln z_n$ and
\begin{equation}
U_\Phi=\Phi_0+\Phi_2-2\Phi_1=U-2kT\ln\frac{z_0}{z_1}.
\end{equation}
Then $e^{-U_\Phi/2kT}=s\,z_0/z_1$, so $f_1\le1/[1+\exp(-U_\Phi/2kT)]$. In the example $U_\Phi=-0.180$~eV. The vibrational entropy of the one-electron state offsets part of the attraction.

Numbers in the example were calculated in double precision.
